\section*{Parallel-transport gauge for occupied orbitals: least orbital speed, unchanged density matrix}

\section{Result}

Let the columns of the $N\times n$ matrix $\Psi(t)$ be $n$ occupied orbitals in a fixed orthonormal basis. A dot is a time derivative, $\|X\|^2=\mathrm{Tr}(X^\dagger X)$ is the squared Frobenius norm, and $1$ is a unit matrix of the size required. Assume:
\begin{enumerate}
\item[(a)] $\Psi^\dagger\Psi=1$, and all $n$ orbitals are equally occupied;
\item[(b)] $i\hbar\dot\Psi=H\Psi$, with $H(t,P)$ Hermitian, continuous in $t$ and smooth in $P$;
\item[(c)] $H$ depends on the orbitals only through the density matrix $P=\Psi\Psi^\dagger$.
\end{enumerate}
A \emph{gauge} is a choice of frame $\Phi=\Psi U$ with $U(t)$ an $n\times n$ differentiable unitary matrix.

\begin{theorem}
Every gauge has the density matrix $P(t)$, and at every instant
\begin{equation}
\|\dot\Phi\|^2\ \ge\ \tfrac12\|\dot P\|^2 . \label{bound}
\end{equation}
Equality holds if and only if $\Phi^\dagger\dot\Phi=0$, which is equivalent to the parallel-transport equation
\begin{equation}
i\hbar\dot\Phi=H\Phi-\Phi\,(\Phi^\dagger H\Phi). \label{pt}
\end{equation}
For a given $\Phi(0)=\Psi(0)U(0)$ there is one such frame. Conversely, solving \eqref{pt} from $\Phi(0)$, without knowledge of $\Psi(t)$, reproduces $P(t)$.
\end{theorem}

The minimised quantity is the sum of the squared speeds of all occupied orbitals. Because the minimum is reached at each instant, the path length $\int\|\dot\Phi\|\,dt$ is minimal too.

\section{Proof}

\begin{lemma}[Gauge freedom]
$\Phi\Phi^\dagger=P$ for every gauge, and $i\hbar\dot P=[H,P]$.
\end{lemma}
\begin{proof}
$\Phi\Phi^\dagger=\Psi UU^\dagger\Psi^\dagger=\Psi\Psi^\dagger$. The adjoint of the Schr\"odinger equation is $-i\hbar\dot\Psi^\dagger=\Psi^\dagger H$, so
\[
i\hbar\dot P=(i\hbar\dot\Psi)\Psi^\dagger+\Psi(i\hbar\dot\Psi^\dagger)=H\Psi\Psi^\dagger-\Psi\Psi^\dagger H .
\]
By (c), $H$ is the same matrix in every gauge, even when it contains a mean field.
\end{proof}

\begin{lemma}[Velocity out of the occupied space]
With $Q=1-P$, every gauge has $Q\dot\Phi=\dot P\Phi$ and $\|Q\dot\Phi\|^2=\tfrac12\|\dot P\|^2$.
\end{lemma}
\begin{proof}
Orthonormality gives $P\Phi=\Phi\Phi^\dagger\Phi=\Phi$. Differentiating, $\dot P\Phi+P\dot\Phi=\dot\Phi$, which is the first claim.

Orthonormality also gives $P^2=P$, hence $\dot PP+P\dot P=\dot P$. Multiplying by $P$ on both sides gives $2P\dot PP=P\dot PP$, so $P\dot PP=0$. Multiplying by $Q$ on both sides, with $PQ=QP=0$, gives $Q\dot PQ=0$. Therefore $\dot P=P\dot PQ+Q\dot PP$. In $\mathrm{Tr}\,\dot P^2$ the square of each term vanishes because $QP=0$, and the two mixed products have equal traces:
\[
\|\dot P\|^2=\mathrm{Tr}\,\dot P^2=2\,\mathrm{Tr}(P\dot PQ\dot P).
\]
On the other side, inserting $P+Q=1$,
\[
\|\dot P\Phi\|^2=\mathrm{Tr}(\Phi^\dagger\dot P^2\Phi)=\mathrm{Tr}(P\dot P^2)
=\mathrm{Tr}(P\dot PP\dot P)+\mathrm{Tr}(P\dot PQ\dot P).
\]
The first term vanishes because $P\dot PP=0$; the second is $\tfrac12\|\dot P\|^2$.
\end{proof}

\begin{proof}[Proof of the theorem]
\emph{Bound.} Write $\dot\Phi=P\dot\Phi+Q\dot\Phi$. The cross terms vanish since $PQ=0$. Moreover $P\dot\Phi=\Phi A$ with $A=\Phi^\dagger\dot\Phi$, and $\|\Phi A\|^2=\mathrm{Tr}(A^\dagger\Phi^\dagger\Phi A)=\|A\|^2$. Hence
\begin{equation}
\|\dot\Phi\|^2=\tfrac12\|\dot P\|^2+\|A\|^2 . \label{pyth}
\end{equation}
The first term is common to all gauges. This proves \eqref{bound}, with equality exactly for $A=0$.

\emph{Equation.} If $A=0$, then $\dot\Phi=Q\dot\Phi=\dot P\Phi$, and
\[
i\hbar\dot\Phi=[H,P]\Phi=HP\Phi-PH\Phi=H\Phi-\Phi(\Phi^\dagger H\Phi).
\]
Conversely, multiplying \eqref{pt} by $\Phi^\dagger$ for an orthonormal frame gives $i\hbar A=\Phi^\dagger H\Phi-\Phi^\dagger H\Phi=0$.

\emph{Existence and uniqueness.} For $\Phi=\Psi U$,
\[
A=U^\dagger\Psi^\dagger(\dot\Psi U+\Psi\dot U)=U^\dagger(\Psi^\dagger\dot\Psi)U+U^\dagger\dot U .
\]
Since $\Psi^\dagger\dot\Psi=-(i/\hbar)h_\Psi$ with $h_\Psi=\Psi^\dagger H\Psi$, the condition $A=0$ reads
\begin{equation}
\dot U=\frac{i}{\hbar}h_\Psi U . \label{u}
\end{equation}
This linear equation has one solution for each $U(0)$. It stays unitary, because $\frac{d}{dt}(U^\dagger U)=U^\dagger(-\frac i\hbar h_\Psi+\frac i\hbar h_\Psi)U=0$.

\emph{Converse.} Let $\Phi$ solve \eqref{pt} with $H=H(t,\Phi\Phi^\dagger)$, and set $S=\Phi^\dagger\Phi$, $h=\Phi^\dagger H\Phi$. Then
\[
i\hbar\dot S=\Phi^\dagger(H\Phi-\Phi h)-(\Phi^\dagger H-h\Phi^\dagger)\Phi
=h-Sh-h+hS=[h,S].
\]
Along the given solution this is linear in $S$, and $S=1$ satisfies it; orthonormality therefore persists. For $\Pi=\Phi\Phi^\dagger$,
\[
i\hbar\dot\Pi=(H\Phi-\Phi h)\Phi^\dagger-\Phi(\Phi^\dagger H-h\Phi^\dagger)=[H,\Pi].
\]
$\Pi$ and $P$ obey the same equation with the same initial value. Smoothness of $H$ in $P$ makes its solution unique, so $\Pi(t)=P(t)$.
\end{proof}

\section{Meaning and limits}

\begin{remark}[What is removed]
From $\dot\Phi=-(i/\hbar)QH\Phi$ the minimum is
\begin{equation}
\tfrac12\|\dot P\|^2=\frac{1}{\hbar^2}\|QH\Phi\|^2=\frac1{\hbar^2}\sum_{a\,\mathrm{empty}}\sum_{i\,\mathrm{occ}}|H_{ai}|^2 . \label{floor}
\end{equation}
The coupling of occupied to empty states moves the density matrix and has to stay. Motion inside the occupied space leaves $P$ alone and is removed.
\end{remark}

\begin{remark}[Cost of other gauges]
In the Schr\"odinger gauge $A=-(i/\hbar)h_\Psi$, so \eqref{pyth} gives
\begin{equation}
\|\dot\Psi\|^2=\tfrac12\|\dot P\|^2+\|h_\Psi\|^2/\hbar^2 . \label{schr}
\end{equation}
This depends on the zero of energy. A common phase, $\Phi=\Psi e^{i\theta}$, changes $h_\Psi$ to $h_\Psi-\hbar\dot\theta$, and
\[
\|h_\Psi-\hbar\dot\theta\|^2=\mathrm{Tr}\,h_\Psi^2-2\hbar\dot\theta\,\mathrm{Tr}\,h_\Psi+n\hbar^2\dot\theta^2
\]
is least at $\hbar\dot\theta=\mathrm{Tr}\,h_\Psi/n$, with value $\mathrm{Tr}\,h_\Psi^2-(\mathrm{Tr}\,h_\Psi)^2/n$. A common phase removes the mean occupied energy but not the spread. If a parallel frame is turned by a further unitary $W(t)$, then $A=W^\dagger\dot W=iK$ with $K$ Hermitian, and the squared speed grows by $\|K\|^2$.
\end{remark}

\begin{remark}[Special cases]
In a stationary state $[H,P]=0$, and parallel orbitals stand still while Schr\"odinger orbitals keep rotating. For $n=1$, \eqref{u} is the phase $\exp(\frac i\hbar\int\langle H\rangle dt)$, and the remaining squared speed is $(\langle H^2\rangle-\langle H\rangle^2)/\hbar^2$, set by the energy spread. For $n=N$ the occupied space is everything, $P=1$, and $\dot\Phi=0$.

Let the driving be slow, with a gap, and let it be switched on smoothly from rest. If $H$ depends on $P$, assume also that $H$ derives from an energy and that the self-consistent state followed stays a minimum of it, with the frequencies of all small oscillations of $P$ about that state bounded away from zero. A gap between the levels of $H$ does not ensure this by itself. A system started in its ground state then follows, to leading order in both $P$ and $\dot P$, the projector that commutes with $H(t)$. (A sudden start at a finite rate would add to $\dot P$ an oscillating part of the same order.) Differentiating $[H,P]=0$ gives $[\dot H,P]+[H,\dot P]=0$. Its element between an empty eigenstate $a$ and an occupied one $i$ is $\dot H_{ai}+(\varepsilon_a-\varepsilon_i)\dot P_{ai}=0$, so
\[
\tfrac12\|\dot P\|^2\simeq\sum_{a,i}\frac{|\dot H_{ai}|^2}{(\varepsilon_a-\varepsilon_i)^2},
\]
where $\dot H$ includes the change of the mean field. The parallel speed is then proportional to the driving rate, whereas the Schr\"odinger speed keeps the term $\|h_\Psi\|/\hbar$.
\end{remark}

\begin{remark}[Single orbitals]
If $\Phi$ is parallel, so is $\Phi W$ with $W$ a constant unitary. The total $\|\dot\Phi W\|^2=\|\dot\Phi\|^2$ is unchanged, but the speed is redistributed among the columns. The speed of one orbital is thus not minimal across different frames.
\end{remark}

\begin{remark}[Nearest frames]
Let $\Phi_k$ be the frame at step $k$ and $\Psi_{k+1}$ any orthonormal frame of the next occupied space. The nearest new frame $\Psi_{k+1}W$ minimises
\[
\|\Psi_{k+1}W-\Phi_k\|^2=2n-2\,\mathrm{Re\,Tr}(W^\dagger M),\qquad M=\Psi_{k+1}^\dagger\Phi_k .
\]
With the singular-value decomposition $M=X\Sigma Y^\dagger$, the trace is $\mathrm{Tr}(Z\Sigma)$ with $Z=Y^\dagger W^\dagger X$ unitary. Since $|Z_{ii}|\le1$, the maximum is at $Z=1$, or $W=XY^\dagger$. Then $W^\dagger M=Y\Sigma Y^\dagger$, the overlap of new and old frame, is Hermitian.

Let $H$ now be smooth in time as well. For the parallel frame, $\Phi^\dagger\dot\Phi=0$, and differentiation gives $\Phi^\dagger\ddot\Phi=-\dot\Phi^\dagger\dot\Phi$, which is Hermitian. The overlap $\Phi(t+\tau)^\dagger\Phi(t)$ therefore has an anti-Hermitian part of order $\tau^3$ at most. The two constructions differ by a rotation of that order per step, and by order $\tau^2$ after a fixed time.
\end{remark}

\begin{remark}[Where the assumptions matter]
For unequal occupations, $\rho=\Psi f\Psi^\dagger$ with $f$ a constant diagonal matrix. In the parallel frame $\rho=\Phi\sigma\Phi^\dagger$ with $\sigma=U^\dagger fU$, and \eqref{u} gives
\begin{equation}
\dot\sigma=-\frac i\hbar U^\dagger h_\Psi fU+\frac i\hbar U^\dagger fh_\Psi U,
\qquad\text{that is}\qquad i\hbar\dot\sigma=[h,\sigma], \label{sigma}
\end{equation}
where $h=U^\dagger h_\Psi U=\Phi^\dagger H\Phi$. Keeping $\sigma=f$ is wrong unless $h$ commutes with $f$. In this case $H$ must depend on $\rho$ instead of $P$. Assumption (c) fails for potentials that depend on individual orbitals, as in the Perdew--Zunger self-interaction correction. A non-Hermitian absorbing potential breaks the conservation of $\Psi^\dagger\Psi$.
\end{remark}

\section{A boron ion passing a silicon row}

\subsection*{Model}
A boron ion of 50 keV and mass 11 u has the speed
\[
v=\sqrt{\frac{2(5\times10^4)(1.6022\times10^{-19}\,\mathrm J)}{11(1.6605\times10^{-27}\,\mathrm{kg})}}=9.37\times10^5\ \mathrm{m/s}=0.937\ \mathrm{nm/fs}.
\]
It moves at this fixed speed parallel to an open chain of 48 sites, at distance 0.2 nm. The spacing of 0.192 nm is that of the atoms of a bonded zigzag chain in silicon, projected on its $\langle110\rangle$ direction; the model chain is straight and 9.02 nm long. Each site has one orbital and one electron, so $n=24$ orbitals hold two electrons each. Hoppings alternate between $-6.55$ and $-6.00$ eV. For an infinite chain this gives a gap of 1.1 eV and a valence width of 12 eV, roughly those of silicon. The site energies are
\[
H_{jj}=-\frac{e^2}{4\pi\varepsilon_0}\frac{e^{-r_j/\lambda}}{r_j}+U_0\left(P_{jj}-\tfrac12\right),
\]
with $r_j$ the distance from ion to site, $\lambda=0.2$ nm and $U_0=2$ eV. The deepest ion potential on a site is $-2.65$ eV. The run starts in the ground state with the ion 1.5 nm before the chain, ends with it 1.5 nm beyond, and lasts 12.84 fs. The passage is not adiabatic: it leaves 0.133 electrons excited. The ratio of gap to $\hbar v/(0.2\ \mathrm{nm})$ is 0.36, but this ratio does not control the excitation. The mean energy per excited electron is 8.4 eV, far above the gap and of the order of $\hbar v\pi/(0.192\ \mathrm{nm})=10$ eV, and tripling the gap lowers the deposited energy by only about a quarter.

\subsection*{Same density matrix, different speeds}
Both gauges were integrated by the classical fourth-order Runge--Kutta method with steps of 2.51 as. At the sampled times their density matrices differ by at most $3.3\times10^{-7}$ in any element, while elements of $P$ change by up to 0.112 during the run. The orbitals themselves end an rms distance of 1.469 apart, so the agreement of $P$ is not agreement of frames.

The rms speeds per orbital, $\|\dot\Phi\|/\sqrt n$, at mid-run are
\begin{center}
\begin{tabular}{lc}
Schr\"odinger gauge & 13.563 fs$^{-1}$\\
best common phase & 5.797 fs$^{-1}$\\
parallel transport & 0.520 fs$^{-1}$
\end{tabular}
\end{center}
By \eqref{schr}, the rms occupied energy, measured from mid-gap, is
\[
\frac{\|h_\Psi\|}{\sqrt n}=\hbar\sqrt{13.563^2-0.520^2}\ \mathrm{fs}^{-1}=0.658\times13.55\ \mathrm{eV}=8.9\ \mathrm{eV}.
\]
The same subtraction for the common phase gives $0.658\times5.77=3.8$ eV, the rms spread of the occupied energies. Finite differences of the computed trajectories agreed with \eqref{pyth}, \eqref{schr} and the common-phase formula to one part in a thousand at three times, and also for randomly turned frames.

Over the run the path length per orbital is 173.5 in the Schr\"odinger gauge and 6.01 in the parallel one, a ratio of 28.9. At mid-run the slowest parallel orbital moves at 0.188 fs$^{-1}$. A constant remixing lowers the slowest speed to $3.7\times10^{-4}$ fs$^{-1}$ at the same total, as the remark on single orbitals allows.

The nearest-frame construction, fed with Schr\"odinger orbitals, ends at an rms distance per orbital of $4.52\times10^{-3}$ from the solution of \eqref{pt} for steps of 20.1 as, and $1.14\times10^{-3}$ for 10.0 as. The factor 4.0 is the second order derived above.

\subsection*{Does a slower orbital permit a larger step?}
With the same integrator, the largest error of an element of the final $P$, relative to the fine Schr\"odinger run, is
\begin{center}
\begin{tabular}{lcc}
step & Schr\"odinger & parallel transport\\
20.1 as & $5.1\times10^{-3}$ & $5.1\times10^{-4}$\\
10.0 as & $1.7\times10^{-4}$ & $3.1\times10^{-5}$
\end{tabular}
\end{center}
The gain at equal step is a factor of about 10 and then 5.5, much less than the ratio of path lengths. Halving the step divides the Schr\"odinger error by 30 and the parallel one by 16.

The factor 30 can be traced to loss of norm. For an orbital of constant energy $E$ and $x=E\tau/\hbar$, one step multiplies the squared norm by
\[
\left(1-\frac{x^2}2+\frac{x^4}{24}\right)^2+\left(x-\frac{x^3}6\right)^2=1-\frac{x^6}{72}+\frac{x^8}{576}.
\]
At the band bottom of the infinite chain, $|E|=6.55+6.00=12.55$ eV, so $x=0.382$ for the longer step. The loss over the run's 640 steps is $640\,x^6/72\approx0.028$. For nearly equal hoppings $E\propto\cos\kappa$ with $\kappa$ uniformly spread, and the mean of $\cos^6\kappa$ is $5/16$. With half of the states occupied, the mean loss in a diagonal element of $P$ is $\frac12\cdot\frac5{16}\cdot0.028\approx4\times10^{-3}$, close to the largest error found. Halving the step divides $x^6$ by 64 and doubles the number of steps, which gives a factor 32. Parallel orbitals of a stationary state do not move, so they escape this loss.

The gain therefore belongs to this integrator, this energy zero and this weakly excited system. In the Schr\"odinger gauge most of the error is lost norm, which orthonormalising the orbitals would also repair, so the table does not show that slower orbitals by themselves permit a larger step. Indeed, orthonormalising the Schr\"odinger orbitals once at the end lowers their errors to $2.5\times10^{-4}$ and $8.5\times10^{-6}$, below the parallel ones. Small deviations from a stationary parallel frame oscillate at $(\varepsilon_a-\varepsilon_i)/\hbar$, here up to about 25 eV$/\hbar$, twice the largest Schr\"odinger frequency at this energy zero. The explicit method needs $x<2\sqrt2$, which limits the parallel step to about 74 as; at 76 as it diverges, while the Schr\"odinger run stays bounded, though badly inaccurate. An integrator that conserves the norm would have to be judged separately, and a stronger coupling of occupied to empty states raises the floor \eqref{floor} itself.

\subsection*{Unequal occupations}
Keep $H(t)$ as computed in the run with equal occupations, so that only the transport of the occupations is tested, and let the initial levels carry occupations falling linearly from 1 at the bottom to 0.5 at the top. Carrying them unchanged with the parallel orbitals gives a final density matrix wrong by up to 0.016 in an element. The finite-difference rate of $\sigma$ at mid-run agreed with \eqref{sigma} to a relative error below $10^{-3}$.

\subsection*{Energy, and the real implant}
With $T$ the hopping matrix, the electronic energy is $E=2\,\mathrm{Tr}(PT)+U_0\sum_j(P_{jj}-\frac12)^2$ plus the ion term $2\sum_jP_{jj}V_j$, where $V_j$ is the ion potential. Its derivative with respect to $P$ is $2H$, and $\mathrm{Tr}(H\dot P)=\mathrm{Tr}(H[H,P])/(i\hbar)=0$. The energy changes only by the work $2\int\sum_jP_{jj}\dot V_j\,dt$. The energy deposited and this work both come out as 1.117 eV, or $1.117/9.02=0.124$ eV/nm.

This is far below the electronic stopping of boron in silicon at this energy, which the Lindhard--Scharff formula puts at about 145 eV/nm for a random direction, some thousand times more. The row supplies 5.2 valence electrons per nm, whereas silicon, at its mean density, has about 100 per nm within 0.4 nm of a straight path; this factor of 20 is only part of the shortfall. Doubling the ion charge, with distance and screening length held fixed, raises the deposit to 0.860 eV/nm. Close encounters are also missing. The model illustrates the gauge and does not predict an implant's range.

Other simplifications are small beside this shortfall, but not all are negligible for the deposit of the model itself. The 48-site gap is 1.62 eV instead of 1.1 eV. A chain of 64 sites also gives 0.124 eV/nm, but this agreement is accidental: for chains of 32 to 96 sites the deposit moves between 0.106 and 0.128 eV/nm without settling, so the value is uncertain by about 10\% with respect to length. The model loss is $2.2\times10^{-5}$ of the ion energy; even 145 eV/nm over 9 nm would take less than 3\%. With the universal ZBL potential, repulsion by this one row would shift the ion sideways by about 0.015 nm, or 8\% of its distance. Since the screened potential falls steeply with distance, this matters: on the deflected path the deposit falls to 0.106 eV/nm, about 15\% lower. With the gap held at 1.1 eV and the chemical potential at mid-gap, the fraction of empty states at the valence edge is $5.8\times10^{-10}$ at 300 K and 0.7\% at an anneal temperature of 1300 K. The gap of silicon narrows on heating, so the value at 1300 K is an underestimate. As far as thermal occupation is concerned, equal occupation is thus safe for undoped silicon at room temperature. In a hot or heavily doped crystal, the partly filled orbitals should be included in the frame and \eqref{sigma} carried along. The numerical output lists the values of the main run; its figures 0.125 and 0.861 eV/nm for 64 sites and for the doubled charge come from Schr\"odinger runs at 5 as and are high in the last digit through loss of norm.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ion energy = 50 keV, mass = 11 u
ion speed = 0.937 nm/fs
infinite-chain gap = 1.1 eV, valence width = 12.0 eV
sites = 48, occupied orbitals = 24
site spacing = 0.192 nm, chain length = 9.02 nm
ion-row distance = 0.2 nm, screening length = 0.2 nm
ion charge = 1 e, mean-field U = 2.0 eV
path before and after chain = 1.5 nm each
hopping strong, weak = 6.55, 6.00 eV
deepest ion potential on a site = -2.65 eV
simulated time = 12.84 fs, fine step = 2.51 as
gap*distance/(hbar*speed) = 0.36
largest change of a P element during run = 0.112
largest P difference between gauges = 3.3e-07
PT orthonormality error at end = 8.1e-09
rms distance per orbital between gauges at end = 1.469
rms orbital speed at mid-run:
  Schroedinger gauge = 13.563 1/fs
  best common phase = 5.797 1/fs
  parallel transport = 0.520 1/fs
peak PT rms speed = 0.723 1/fs
slowest PT orbital at mid-run = 0.1878 1/fs
slowest after constant remixing = 3.7e-04 1/fs
path length per orbital over the run (dimensionless):
  Schroedinger gauge = 173.54
  best common phase = 74.35
  parallel transport = 6.01
  ratio Schroedinger/PT = 28.9
nearest-frame error, step 20.1 as = 4.52e-03
nearest-frame error, step 10.0 as = 1.14e-03
P error if unequal occupations are kept fixed = 0.016
RK4 P error, step 20.1 as: Schroedinger 5.1e-03, PT 5.1e-04
RK4 P error, step 10.0 as: Schroedinger 1.7e-04, PT 3.1e-05
energy deposited = 1.117 eV, work by ion = 1.117 eV
electrons excited = 0.133
energy deposited per length = 0.124 eV/nm
neglected effects:
  ion energy lost / ion energy = 2.2e-05
  sideways shift by row (ZBL) = 0.0151 nm in 9.64 fs
  band-edge hole occupation, 300 K = 5.8e-10
  band-edge hole occupation, 1300 K = 7.3e-03
  gap of finite chain = 1.62 eV
  deposit with 64 sites = 0.125 eV/nm
  deposit with ion charge 2 e = 0.861 eV/nm
  valence electrons in model row = 5.2 per nm
  silicon, within 0.4 nm of path = 100 per nm
\end{verbatim}
